# Bare-Coulomb estimate of f-type intervalley impurity scattering in silicon

A mobility or Monte Carlo calculation for n-type silicon needs a list of scattering channels. Ionised impurities certainly deflect electrons within a conduction valley. The decision is whether the same Coulomb potential also needs a channel that carries electrons into a valley on a perpendicular axis, an f-type transition. That depends on how much of the potential survives at the large momentum transfer involved.

## The estimate on one line

The Fourier component of a Coulomb potential falls as $1/q^2$, and a transition probability contains its square, so it falls as $1/q^4$. An f-type transition needs $q_f\approx14\ \mathrm{nm^{-1}}$. Compared with a collision that transfers $q_1=1\ \mathrm{nm^{-1}}$, the squared matrix element is smaller by

$$
\left(\frac{1}{14}\right)^4\approx 3\times10^{-5}.
$$

This uses plane waves, a point charge and one permittivity for both transfers. The derivation below shows where each assumption enters, and the sections after it examine how much each one could matter.

## The momentum transfer

Silicon has six equivalent conduction-band minima, at distance $k_0$ from the zone centre along the positive and negative cube axes. Take the rough typical values $a=0.543$ nm for the lattice constant and $k_0=0.85\,(2\pi/a)$. Then

$$
\frac{2\pi}{a}=11.571\ \mathrm{nm^{-1}},\qquad k_0=9.836\ \mathrm{nm^{-1}}.
$$

Start at $(k_0,0,0)$. The four valleys on the $y$ and $z$ axes are its f-type partners; the valley at $(-k_0,0,0)$ is its single g-type partner. For the partner at $(0,k_0,0)$ the transfer, final minus initial wavevector, is

$$
\mathbf q_f=k_0(-1,1,0),\qquad q_f=\sqrt2\,k_0=13.91\ \mathrm{nm^{-1}}.
$$

The reference $q_1$ is a large-angle collision inside one valley. An electron with energy $k_BT$ above the minimum has a wavevector, measured from the minimum, of $k_i=\sqrt{2m_ik_BT}/\hbar$ along a principal axis with mass $m_i$. With rough masses $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$ at 300 K, this gives $k_l=0.790$ and $k_t=0.359\ \mathrm{nm^{-1}}$. Reversing such a wavevector transfers $2k_l=1.58$ or $2k_t=0.72\ \mathrm{nm^{-1}}$, so $1\ \mathrm{nm^{-1}}$ is a representative size.

## The Coulomb matrix element

A singly charged donor gives an electron the potential energy

$$
V(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon_s r},
$$

where $\varepsilon_s=11.7$ is the static relative permittivity. "Bare" means here that mobile electrons do not screen the donor. For plane waves normalised in a volume $\Omega$,

$$
M(\mathbf q)=\frac1\Omega\int V(r)e^{-i\mathbf q\cdot\mathbf r}\,d^3r\equiv\frac{V(q)}{\Omega}.
$$

The potential is spherical, so the exponential can be averaged over angles. With $u=\cos\theta$,

$$
\frac12\int_{-1}^{1}e^{-iqru}\,du=\frac{e^{iqr}-e^{-iqr}}{2iqr}=\frac{\sin qr}{qr}.
$$

The remaining radial integral oscillates without settling, because the Coulomb tail is long. Multiply the potential by $e^{-\lambda r}$, integrate, and let $\lambda\to0$ afterwards:

$$
\int\frac{e^{-\lambda r}}{r}e^{-i\mathbf q\cdot\mathbf r}d^3r
=\frac{4\pi}{q}\int_0^\infty e^{-\lambda r}\sin qr\,dr .
$$

The last integral is the imaginary part of $\int_0^\infty e^{-(\lambda-iq)r}dr=1/(\lambda-iq)=(\lambda+iq)/(\lambda^2+q^2)$, which is $q/(\lambda^2+q^2)$. The transform is therefore $4\pi/(q^2+\lambda^2)$, and in the limit

$$
V(q)=-\frac{e^2}{\varepsilon_0\varepsilon_s q^2}.
$$

The factor $4\pi$ has cancelled the one in Coulomb's law. On division, the charge, the volume and the permittivity cancel, and squaring removes the sign:

$$
\boxed{\frac{|M(q_f)|^2}{|M(q_1)|^2}=\left(\frac{q_1}{q_f}\right)^4}
$$

With $e^2/\varepsilon_0=18.095$ eV nm, the two amplitudes are

$$
|V(q_1)|=\frac{18.095}{11.7\times1^2}=1.547\ \mathrm{eV\,nm^3},
$$

$$
|V(q_f)|=\frac{18.095}{11.7\times13.91^2}=0.00799\ \mathrm{eV\,nm^3}.
$$

Their ratio is $5.17\times10^{-3}$, and its square is $2.67\times10^{-5}$, or $3\times10^{-5}$ to one figure. Moving the valley position from 0.83 to 0.87 of $2\pi/a$ changes the result from $2.9\times10^{-5}$ to $2.4\times10^{-5}$, so the valley position is not the main uncertainty.

The choice of $q_1$ matters more: the reversals above already differ by a factor of about two in transfer, and the ratio grows as $q_1^4$. Doubling the reference transfer raises it sixteenfold, to $4.3\times10^{-4}$.

## From matrix element to rate

In the golden rule, the probability per unit time of an elastic transition is $(2\pi/\hbar)|M|^2\delta(E'-E)$. The six valleys have equal densities of states at a given energy. If each f partner has the squared matrix element above, the four together contribute $4\times2.67\times10^{-5}=1.1\times10^{-4}$ of the rate into one valley reached with a fixed transfer $q_1$.

This is not the ratio of the total f-type and intravalley rates. The intravalley rate averages over many transfers, including small ones where the Coulomb element is larger. A mobility calculation also weights collisions by the momentum they remove, which reduces the importance of small angles.

The plane-wave golden rule is also a first-order result, and it misses the donor's pull on slow electrons. For an isotropic mass $m$, an attractive Coulomb centre raises the electron density at the ion above its plane-wave value by

$$
S=\frac{2\pi\eta}{1-e^{-2\pi\eta}},\qquad \eta=\frac{1}{ka^*},\qquad a^*=\frac{4\pi\varepsilon_0\varepsilon_s\hbar^2}{me^2},
$$

where $k$ is measured from the valley minimum. With $m$ between 0.26 and $0.32\,m_0$, $S$ is about 6 to 7 at energy $k_BT$. An f-type transition happens close to the ion and needs both the initial and the final electron there, so its rate rises by roughly $S^2$, about 40 to 50. At $3k_BT$ the factor is about 14 to 17. Intravalley scattering by a pure Coulomb potential has no such increase, because for an isotropic mass its exact cross-section equals the first-order one. The squared matrix-element ratios in this text do not include $S^2$.

## What Bloch functions change

A crystal state is $\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}(\mathbf r)$, where $u_{\mathbf k}$ has the lattice period and $|u_{\mathbf k}|^2$ averages to one over a cell. The product of two periodic parts is periodic, so it can be expanded in reciprocal-lattice vectors:

$$
u_{\mathbf k'}^*u_{\mathbf k}=\sum_{\mathbf G}C_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},
\qquad
M=\frac1\Omega\sum_{\mathbf G}C_{\mathbf G}V(|\mathbf q-\mathbf G|).
$$

The second equation follows because $e^{i\mathbf G\cdot\mathbf r}$ combines with $e^{-i\mathbf q\cdot\mathbf r}$. The simple estimate keeps $\mathbf G=0$ with $C_0=1$. Each coefficient is the cell average of $u_{\mathbf k'}^*u_{\mathbf k}e^{-i\mathbf G\cdot\mathbf r}$, so the Cauchy–Schwarz inequality gives $|C_{\mathbf G}|\le1$.

In units of $2\pi/a$, the reciprocal-lattice vectors of silicon have three even or three odd integer components, and the f transfer is $(-0.85,0.85,0)$. Among the even vectors, the closest is zero, which leaves the direct length 1.20. Among the odd vectors, $(-1,1,\pm1)$ are closest, leaving $(0.15,-0.15,\mp1)$. Their common length is

$$
q_s=\frac{2\pi}{a}\sqrt{1+2(0.15)^2}=11.83\ \mathrm{nm^{-1}},
$$

which is shorter than $q_f$. One such term alone, with unit weight, would give $(1/11.83)^4=5.1\times10^{-5}$. If both short terms and the direct term had unit weight and equal phase, the squared ratio would be

$$
\left(\frac{2}{11.83^2}+\frac{1}{13.91^2}\right)^2=3.8\times10^{-4}.
$$

This bounds the contribution of these three terms relative to the plane-wave reference. It is neither an estimate of the real overlap nor a bound on the whole sum. The figure $3\times10^{-5}$ thus belongs to the direct transfer.

## Where constant permittivity fails

The value 11.7 describes valence electrons responding to a smooth field. A transfer of $14\ \mathrm{nm^{-1}}$ probes distances near $1/q_f=0.07$ nm, where the screening cloud is incomplete. The Resta model gives a simple estimate: valence electrons respond as a Thomas–Fermi gas inside a radius $R$, and beyond $R$ the potential is that of a charge $e/\varepsilon_s$.

Eight atoms per cubic cell with four valence electrons each give $n_v=32/a^3$ and $k_F=(3\pi^2n_v)^{1/3}=18.09\ \mathrm{nm^{-1}}$. For free electrons, $dn_v/dE_F=3n_v/(2E_F)$. With $E_F=\hbar^2k_F^2/(2m_0)$ and the Bohr radius $a_0=4\pi\varepsilon_0\hbar^2/(m_0e^2)$,

$$
\kappa^2=\frac{e^2}{\varepsilon_0}\frac{dn_v}{dE_F}
=\frac{e^2m_0k_F}{\pi^2\varepsilon_0\hbar^2}
=\frac{4k_F}{\pi a_0},\qquad \kappa=20.86\ \mathrm{nm^{-1}}.
$$

Let $\phi$ be the electrostatic potential. The induced density vanishes at $R$, so inside the sphere $\nabla^2\phi=\kappa^2[\phi-\phi(R)]$. The solution with the bare ion field at the origin is

$$
\phi-\phi(R)=\frac{e}{4\pi\varepsilon_0}\frac{\sinh[\kappa(R-r)]}{r\sinh\kappa R}.
$$

At $R$ its field is $e\kappa/(4\pi\varepsilon_0R\sinh\kappa R)$. Equating this to the outside field $e/(4\pi\varepsilon_0\varepsilon_sR^2)$ gives

$$
\frac{\sinh\kappa R}{\kappa R}=\varepsilon_s.
$$

Numerical root finding gives $\kappa R=4.700$ and $R=0.225$ nm. The induced charge density is $-\varepsilon_0\kappa^2[\phi-\phi(R)]$. Adding its Fourier transform to the ion's, and dividing by $e$, gives the fraction of the charge seen at $q$:

$$
\frac1{\varepsilon(q)}=1-\frac{\kappa^2}{q\sinh\kappa R}\,I,\qquad
I=\int_0^R\sinh[\kappa(R-r)]\sin qr\,dr.
$$

Two integrations by parts give

$$
I=\frac{\sinh\kappa R}{q}-\frac{\kappa}{q}\left(\frac{\sin qR}{q}+\frac{\kappa}{q}I\right),
$$

so $I=(q\sinh\kappa R-\kappa\sin qR)/(q^2+\kappa^2)$. Inserting this and using $\sinh\kappa R=\varepsilon_s\kappa R$,

$$
\frac1{\varepsilon(q)}=\frac{q^2+\kappa^2\sin(qR)/(\varepsilon_sqR)}{q^2+\kappa^2}.
$$

For $q\to0$ this returns $1/\varepsilon_s$; for $q\gg\kappa$ it tends to one, the unscreened ion. The values needed are $\varepsilon(q_1)=11.51$ and $\varepsilon(q_f)=3.25$. The squared ratio gains the factor $[\varepsilon(q_1)/\varepsilon(q_f)]^2\approx13$ and becomes $3.4\times10^{-4}$ for the direct term. The factor depends on the response model: a band-structure response without local fields gives $\varepsilon(q_f)$ near 2.5, which would make it about 20 if $\varepsilon(q_1)$ stays near 11.5.

Giving each of the three Bloch terms its own $\varepsilon(q)$, again with unit weights and equal phases, raises their combined limit to $3.6\times10^{-3}$. Even then these three terms together stay well below the reference, although the suppression is much less extreme than the bare number.

## Mobile electrons and thermal motion

Mobile electrons act mainly at small transfer. For a nondegenerate gas of density $n$, a weak potential changes the density by $ne\phi/(k_BT)$. Poisson's equation then has the solution $e^{-\beta r}/r$ in place of $1/r$, with

$$
\beta^2=\frac{e^2n}{\varepsilon_0\varepsilon_sk_BT}.
$$

The transform already found, with $\lambda=\beta$, replaces $q^2$ by $q^2+\beta^2$. At $n=10^{17}\ \mathrm{cm^{-3}}$ and 300 K, $\beta=0.0773\ \mathrm{nm^{-1}}$. The reference element weakens slightly and the f-type element hardly at all, so in this formula the squared ratio rises by 1.2%. The actual rise is smaller, because the Debye response assumes a transfer well below the thermal wavevectors $k_l$ and $k_t$, and $q_1$ is larger than both. The density is 0.0036 of the effective density of states $12[m_dk_BT/(2\pi\hbar^2)]^{3/2}$, with $m_d=(m_lm_t^2)^{1/3}$, which supports the nondegenerate formula here.

The opposite limit, $q_1\to0$, shows what this screening does. The bare ratio goes to zero because the reference element diverges. With screening the reference stays finite, and the ratio tends to $\beta^4/(q_f^2+\beta^2)^2\approx(0.0773/13.91)^4\approx1\times10^{-9}$.

Electrons also do not sit at the valley centres. Let both states have energy $k_BT$ above their minima. The component of their transfer along $\mathbf q_f$ is largest when the initial and final displacements, in the $xy$ plane, are

$$
\frac{(k_l^2,-k_t^2)}{\sqrt{k_l^2+k_t^2}}
\quad\text{and}\quad
\frac{(-k_t^2,k_l^2)}{\sqrt{k_l^2+k_t^2}} .
$$

These are the points of the two energy ellipses that reach furthest against and along $(-1,1)$. Their difference is $\sqrt{k_l^2+k_t^2}\,(-1,1)$, parallel to $\mathbf q_f$ and of length

$$
\sqrt2\sqrt{0.790^2+0.359^2}=1.23\ \mathrm{nm^{-1}}.
$$

No other pair of states at this energy has a longer difference of displacements. Along any unit vector $\mathbf n$ the difference is at most $A+B$, with $A^2=k_l^2n_x^2+k_t^2(n_y^2+n_z^2)$ and $B^2=k_l^2n_y^2+k_t^2(n_x^2+n_z^2)$. Since $A+B\le\sqrt{2(A^2+B^2)}$ and $k_t<k_l$, this never exceeds $\sqrt2\sqrt{k_l^2+k_t^2}$. The length above is therefore the most that can be added to $q_f$ or taken from it. Reversing both displacements gives the smallest transfer. The range is 12.68 to 15.14 $\mathrm{nm^{-1}}$, and the bare squared ratio, with $q_1$ held fixed, runs from $3.9\times10^{-5}$ down to $1.9\times10^{-5}$. Thermal motion therefore leaves the order of magnitude unchanged.

## The central cell

A donor atom also differs from silicon inside its own atomic volume. To see how much difference would matter, add a uniform well of depth $U_0$ in a sphere of volume $v=a^3/8=0.0200\ \mathrm{nm^3}$, whose radius is $r_c=0.168$ nm. With $z=qr_c$, its transform has magnitude $U_0v|F(q)|$, where

$$
F(q)=\frac1v\int_0^{r_c}4\pi r^2\frac{\sin qr}{qr}\,dr
=\frac{3(\sin z-z\cos z)}{z^3}.
$$

At the f transfer $F=0.548$. The well matches the constant-permittivity Coulomb amplitude when

$$
U_0=\frac{0.00799}{0.0200\times0.548}=0.73\ \mathrm{eV}.
$$

At $q_1$ the same well supplies 0.94% of the Coulomb amplitude. For plane waves, a short-range correction that is almost invisible in intravalley scattering can therefore double the f-type amplitude, and quadruple its square, or cancel it, depending on sign. If the Coulomb amplitude is first enlarged by $11.7/3.25=3.6$ for incomplete valence screening, the matching depth rises to about 2.6 eV. These depths hold for plane waves only. With Bloch functions the result depends strongly on the radius. With empirical-pseudopotential wavefunctions the well's f matrix element changes sign near this $r_c$, so here it nearly cancels and the matching depth is many times larger, while for a radius of 0.10 nm it is about half its plane-wave value.

## Reading the result for real silicon

The example corresponds to moderately doped bulk silicon at room temperature, with rough typical band parameters and the donors taken as ionised. Replacing the constant permittivity by the Resta model raises the direct term by a factor of about 13. The donor's pull on slow electrons raises the f-type rate by a further factor of about 40 to 50 at energy $k_BT$. Bloch overlaps can also change the rate greatly, and the central cell may do so. With empirical-pseudopotential wavefunctions, which are smooth and omit the core region, $|C_0|$ is about 0.4 and the terms partly cancel: the full sum lowers the squared ratio to about $6\times10^{-7}$ for constant permittivity and to between $6\times10^{-5}$ and $7\times10^{-5}$ for the Resta model. The overlaps follow from silicon's band structure, while the central cell needs a microscopic calculation for the particular donor. In heavily doped contact regions the electron gas becomes degenerate, and the Debye form of $\beta$ no longer applies.

For a mobility calculation under the conditions of the example, the long-range Coulomb potential gives little reason for a separate f-type impurity channel beside intravalley impurity scattering. With the two factors above included, the direct term for all four f partners removes momentum at a few per cent of the intravalley rate or less, for electron energies of $k_BT$ to $3k_BT$. This estimate leaves out Bloch overlaps and the central cell, and for real donors these are not negligible. The measured splitting between the $A_1$ and $E$ donor ground levels, roughly 13 meV for phosphorus and 22 meV for arsenic, is six times the f coupling. Divided by the effective-mass envelope density at the ion, it implies f amplitudes near 0.06 and $0.11\ \mathrm{eV\,nm^3}$, about two and four times the Resta direct term. For an isotropic mass the same rough estimate then gives about 2 to 7 per cent for phosphorus and 6 to 22 per cent for arsenic, so the channel may matter for arsenic. Phonon-assisted f-type transitions are a different mechanism and are not removed by this argument. If the quantity sought is the rate at which impurities exchange electrons between valleys, a small ratio to intravalley scattering is no reason to set that rate to zero. The calculation then needs the donor's short-range potential and the Bloch functions, because the bare Coulomb tail does not determine the answer.
